# Time steps for antiferromagnetic spin dynamics with the implicit midpoint rule

An antiferromagnetic memory cell with a resonance at 177 GHz has an oscillation period of 5.6 ps. A time step of 100 fs gives 56 steps per period, which looks ample. Suppose the two sublattices are advanced one after the other, each turned about its field while its partner is held still. The spin lengths stay right and nothing grows, yet the computed resonance is 44% too low. The error falls to 0.1% only when the step is cut to 4.4 fs.

It is tempting to conclude that the exchange frequency limits the time step of any scheme. For the implicit midpoint rule that is false in a weakly damped, uniform cell near the collinear ground state: there the resonance frequency sets the accuracy. The design question is what the naive scheme does wrong, and when exchange returns as a real limit.

## The model

Let $m_1,m_2$ be unit vectors along the sublattice magnetizations and $z$ the easy axis. There is no applied field, and each sublattice is uniform. Divided by the sublattice moment and multiplied by the gyromagnetic ratio $\gamma>0$, the energy is

$$e=\omega_E\,m_1\!\cdot m_2-\tfrac12\omega_A(m_{1z}^2+m_{2z}^2),$$

with $\omega_E=\gamma B_E$ and $\omega_A=\gamma B_A$. The fields, in frequency units, are $h_i=-\partial e/\partial m_i=-\omega_E m_j+\omega_A m_{iz}\hat z$, where $j$ is the partner of $i$. The Landau-Lifshitz-Gilbert equations are

$$\dot m_i=-m_i\times h_i+\alpha\,m_i\times\dot m_i .$$

The example takes $B_E=200$ T, $B_A=0.1$ T and $\alpha=0.001$, so $\omega_E=35.22$ rad/ps.

For small tilts write $m_1=\hat z+u_1$ and $m_2=-\hat z+u_2$, and combine the transverse components into $u=u_x+iu_y$. Then $\hat z\times$ acts as multiplication by $i$. With $a=\omega_E+\omega_A$, the equilibrium fields are $a\hat z$ and $-a\hat z$. To first order, without damping,

$$-m_1\times h_1=\omega_E\hat z\times u_2-u_1\times a\hat z=\hat z\times(au_1+\omega_Eu_2).$$

The second sublattice has the same form with the opposite sign. Hence $\dot u=Au$ with

$$A=i\begin{pmatrix}a&\omega_E\\-\omega_E&-a\end{pmatrix},\qquad A^2=-(a^2-\omega_E^2)I .$$

The off-diagonal terms of $A^2$ cancel. Both modes therefore have the frequency

$$\omega_r=\sqrt{a^2-\omega_E^2}=\sqrt{\omega_A(2\omega_E+\omega_A)} .$$

Here $\omega_r=1.114$ rad/ps, or 177.3 GHz, which is 31.6 times below $\omega_E$. The entries of $A$ are large, but its eigenvalues are small because the two sublattices move together.

## What freezing the partner does

With $u_2$ frozen, $\dot u_1=ia(u_1+ru_2)$, where $r=\omega_E/a$. The combination $u_1+ru_2$ is multiplied by $p=e^{i\theta}$ in a step $\tau$, with $\theta=a\tau$. Thus $u_1\to pu_1+(p-1)ru_2$, and likewise $u_2\to p^*u_2+(p^*-1)ru_1$. The two updates have the matrices

$$P_1=\begin{pmatrix}p&(p-1)r\\0&1\end{pmatrix},\quad P_2=\begin{pmatrix}1&0\\(p^*-1)r&p^*\end{pmatrix}.$$

A symmetric step uses half of $P_1$'s turn, then $P_2$, then the other half. Since a trace is unchanged by cyclic reordering, its trace equals that of $P_1P_2$:

$$p+r^2|p-1|^2+p^*=2\cos\theta+2r^2(1-\cos\theta).$$

The determinant is $pp^*=1$, so the eigenvalues are $e^{\pm i\Omega\tau}$ and the trace is $2\cos\Omega\tau$. Subtracting from 2 gives $1-\cos\Omega\tau=(1-r^2)(1-\cos\theta)$. Because $1-r^2=\omega_r^2/a^2$,

$$\sin\frac{\Omega\tau}{2}=\frac{\omega_r}{a}\left|\sin\frac{a\tau}{2}\right| .$$

The right side stays below 1, so $\Omega$ is real at any step: in this linear regime no instability gives a warning. Expanding both sines to third order,

$$\Omega\left(1-\frac{\Omega^2\tau^2}{24}\right)\approx\omega_r\left(1-\frac{a^2\tau^2}{24}\right).$$

Putting $\Omega\approx\omega_r$ in the small correction and using $a^2-\omega_r^2=\omega_E^2$ yields

$$\frac{\Omega}{\omega_r}-1\approx-\frac{(\omega_E\tau)^2}{24}.$$

This is the exchange limit. At 100 fs a sublattice would turn by 3.5 rad about a partner that in reality moves with it. The cancellation in $A^2$ needs both motions at once, and the scheme has separated them.

## Advancing both sublattices together

The cure is a step that, for small tilts, is a function of $\tau A$ as a whole. Any Runge-Kutta scheme applied to the full system has this property, so its error depends only on the eigenvalues of $A$. Taking both fields from the same state is not enough if each spin is still turned about its own field. Turning both exactly about the fields of the common midpoint state acts like the midpoint rule below with $\tau$ replaced by $(2/a)\tan(a\tau/2)$, so its frequency error is about $+(a\tau)^2/12$, or $+0.26\%$ at 5 fs. At that step Depondt's rotation scheme errs by $-0.5\%$ and the semi-implicit scheme SIB by $-0.8\%$. At 100 fs the classical fourth-order scheme has a frequency error of about $-1.3\times10^{-6}$, and Heun's scheme has $+0.2\%$ with slow amplitude growth. The midpoint rule is chosen here because it also keeps the lengths and the energy balance exactly. With $\Delta_i=m_i'-m_i$ and $\bar m_i=(m_i+m_i')/2$, require

$$\Delta_i=-\tau\,\bar m_i\times\bar h_i+\alpha\,\bar m_i\times\Delta_i,\qquad \bar h_i=h_i(\bar m_1,\bar m_2).$$

**Length.** Both terms on the right are perpendicular to $\bar m_i$. Therefore $0=2\bar m_i\cdot\Delta_i=|m_i'|^2-|m_i|^2$, whatever the step.

**Energy.** The energy is a quadratic form, so its change is its gradient at the midpoint times the displacement: $e'-e=-\sum_i\bar h_i\cdot\Delta_i$. Rewriting the rule as $\Delta_i=-\bar m_i\times(\tau\bar h_i-\alpha\Delta_i)$ shows that $\Delta_i\cdot(\tau\bar h_i-\alpha\Delta_i)=0$. Hence

$$e'-e=-\frac{\alpha}{\tau}\sum_i|\Delta_i|^2 .$$

Energy is conserved without damping and cannot rise with it.

These identities hold for the solved equations. Define the residual $R_i=\Delta_i+\tau\bar m_i\times\bar h_i-\alpha\bar m_i\times\Delta_i$. An unfinished solution changes $|m_i|^2$ by $2\bar m_i\cdot R_i$, so length drift reveals the part of the residual along $\bar m_i$. A small drift alone does not prove convergence.

Newton's method needs the derivatives of $R_i$. Let $[v]$ be the matrix for which $[v]w=v\times w$. Since $\bar m_i\times\Delta_i=m_i\times m_i'$, and a change of $m_i'$ moves $\bar m_i$ by half as much,

$$\frac{\partial R_i}{\partial m_i'}=I+\frac{\tau}{2}\left(\omega_A[\bar m_i]\hat z\hat z^T-[\bar h_i]\right)-\alpha[m_i],$$

$$\frac{\partial R_i}{\partial m_j'}=-\frac{\tau}{2}\omega_E[\bar m_i].$$

These four blocks form a $6\times6$ matrix. Starting from $m'=m$, one solves for the correction that cancels $R$, adds it to $m'$, and repeats until the correction is negligible.

In a run of 2000 steps of 98.35 fs, starting with the antiparallel pair tilted by 60°, the largest length error was $1.3\times10^{-15}$. The energy balance held to $1.6\times10^{-14}$ rad/ps per step. With one Newton pass per step, the length error reached $1.0\times10^{-3}$ within 200 steps.

## The frequency error that remains

Conserved length does not establish a correct frequency, as the naive scheme showed. For small tilts the midpoint rule reads $u'-u=\tau A(u+u')/2$. A mode with $Au=\lambda u$ is multiplied in each step by

$$\mu=\frac{1+\lambda\tau/2}{1-\lambda\tau/2}.$$

For $\lambda=i\omega_r$ this has modulus 1 and phase $2\arctan(\omega_r\tau/2)$. Thus

$$\Omega=\frac2\tau\arctan\frac{\omega_r\tau}{2},\qquad \frac{\Omega}{\omega_r}-1\approx-\frac{(\omega_r\tau)^2}{12}.$$

Exchange enters only through $\omega_r$. The step acts on the eigenmodes of the complete matrix $A$, so the cancellation between its large entries survives.

For a relative frequency error of 0.1% the two step sizes are

$$\tau_{\rm mid}=\frac{\sqrt{0.012}}{1.1138}\ {\rm ps}=98.35\ {\rm fs},\qquad \tau_{\rm seq}=\frac{\sqrt{0.024}}{35.217}\ {\rm ps}=4.40\ {\rm fs}.$$

Their ratio is $\omega_E/(\sqrt2\,\omega_r)=22.4$. Frequencies measured on nonlinear trajectories with a tilt of $10^{-4}$ rad were low by 0.0998% and 0.09997%. At the same 5 fs step the errors were $2.6\times10^{-6}$ for midpoint and $1.3\times10^{-3}$ for sequential turning, both relative to $\omega_r$. The factor 22.4 compares steps, not computing time, since a midpoint step needs several linear solves.

## Damping brings in another rate

With damping, the small-tilt equations become

$$(1-i\alpha)\lambda u_1=i(au_1+\omega_Eu_2),$$
$$(1+i\alpha)\lambda u_2=-i(au_2+\omega_Eu_1).$$

A nonzero solution requires $[(1-i\alpha)\lambda-ia][(1+i\alpha)\lambda+ia]-\omega_E^2=0$. Multiplying out, the terms linear in $\lambda$ are $ia\lambda[(1-i\alpha)-(1+i\alpha)]=2\alpha a\lambda$, so

$$(1+\alpha^2)\lambda^2+2\alpha a\lambda+\omega_r^2=0 .$$

At $\alpha=0.001$ the rates are $-0.0352\pm1.1132i$ per ps: a weakly damped resonance with a decay time of 28 ps. At $\alpha=0.3$, with all else unchanged, they are $-19.3$ and $-0.059$ per ps. They sum to $-2\alpha a/(1+\alpha^2)=-19.4$ per ps, nearly all of it in the fast one. Exchange therefore sets a physical decay much faster than the resonance.

Expanding $\ln\mu$ gives an effective rate $\lambda[1+(\lambda\tau)^2/12]$ for small $|\lambda\tau|$. At 98.35 fs the slow decay is accurate. The fast one has $\lambda\tau/2=-0.951$, so its multiplier is 0.025 instead of $e^{-1.902}=0.149$. A smaller step is needed if that transient matters. A much larger step does not remove it: at 1.86 ps, which gives the slow rate to 0.1%, the fast multiplier is $-0.895$, so the transient alternates in sign and decays no faster than the slow mode. In a test at both dampings, the derivative of the full nonlinear step at equilibrium had multipliers within $10^{-6}$ of the formula for $\mu$.

## Large motion and strong canting

Small tilts are not enough for switching. Let $l=(m_1-m_2)/2$ be the Néel vector and $M=m_1+m_2$ the canting. Unit lengths imply $l\cdot M=0$. Because $m_1\times m_2=l\times M$, exchange contributes $\omega_El\times M$ to $\dot l$ and nothing to $\dot M$. Introduce $p=\omega_EM$, now a vector. Adding the anisotropy torques $-\omega_Am_{iz}m_i\times\hat z$ gives, without damping,

$$\dot l=l\times p-\frac{\omega_A}{2\omega_E}(l_zp+p_zl)\times\hat z,$$

$$\dot p=-2\omega_E\omega_A\,l_z\,l\times\hat z-\frac{\omega_A}{2\omega_E}p_z\,p\times\hat z .$$

Now raise $\omega_E$ at fixed $\omega_r$. Then $2\omega_E\omega_A\to\omega_r^2$ and $\omega_A/\omega_E\to0$. Every coefficient stays bounded. The midpoint rule takes the same form in $l,p$ as in $m_1,m_2$, because averaging commutes with a linear change of variables. Its error therefore has no separate growth with $\omega_E$, provided $p$ starts no larger than about $\omega_r$. Damping adds $2\alpha\omega_El\times\dot l$ to $\dot p$ at leading order, which also stays bounded if $\alpha a$ is fixed.

This was tested with a Néel vector starting at 45° and $|p|=0.3\,\omega_r$, holding $\omega_r$ and $\alpha a$ fixed. The error is the length of the difference in $l$ after 5 ps, relative to a high-order adaptive integration; $|l|$ is close to 1. The last column is the sequential scheme's relative frequency error for small undamped tilts.

| $B_E$ (T) | Midpoint, 50 fs | Sequential, 5 fs |
|---|---|---|
| 200 | $7.08\times10^{-4}$ | $-0.13\%$ |
| 800 | $7.08\times10^{-4}$ | $-2.1\%$ |
| 3200 | $7.08\times10^{-4}$ | $-30\%$ |

Doubling the midpoint step multiplied its error by 4.0, as expected of a second-order method.

The condition on $p$ matters. With exchange alone, $\dot m_1=\omega_Em_1\times m_2=-\omega_EM\times m_1$. Since $M$ is constant, the pair turns about it at the rate $\omega_E|M|$. The midpoint rule also conserves $M$, because the two midpoint torques cancel in the sum. The same phase calculation as before gives a turn of $2\arctan(\omega_E|M|\tau/2)$ per step.

For sublattices at 90°, $|M|=\sqrt2$ and the rate is 49.8 rad/ps. A 0.1% error in this rate now requires 2.20 fs. In one 20 fs step the pair should turn by 0.996 rad, but midpoint gives 0.924 rad. Here exchange does set the step. The crossover is near $|M|=\omega_r/\omega_E=0.032$, which a 1.8° tilt of one sublattice alone already produces.

The 60° relaxation stays just below it. In the large-exchange limit without damping, take $l=(\sin\vartheta,0,\cos\vartheta)$ and $p$ along $y$. The equations for $l$ and $p$ become $\dot\vartheta=-p_y$ and $\dot p_y=\omega_r^2\sin\vartheta\cos\vartheta$. Hence $\omega_E|M|=|\dot\vartheta|$ and $\ddot\vartheta=-\omega_r^2\sin\vartheta\cos\vartheta$. Multiplying by $\dot\vartheta$ and integrating from rest gives a largest speed $\omega_r\sin60^\circ=0.965$ rad/ps. The damped run reached $\omega_E|M|=0.911$ rad/ps, with $|M|=0.026$.

## A trap inside the solver

One could avoid Newton's method by repeatedly inserting the latest $m'$ into the right side. For small undamped tilts, successive changes are then multiplied by $\tau A/2$. Acting on a canting change, $A(1,1)^T=i(2\omega_E+\omega_A)(1,-1)^T$, which is large. Acting on the result, $A(1,-1)^T=i\omega_A(1,1)^T$, which is small. At 98.35 fs the change first grew by a factor of 3.465, but over two passes it shrank to 0.0030 of its initial size, equal to $(\omega_r\tau/2)^2$. The iteration converged in 7 passes from a tilt of $10^{-4}$ rad. Early growth is thus no proof of divergence, though this linear result does not guarantee convergence for strong canting.

## Use for a real cell

The parameters are rough values in the regime of easy-axis oxide antiferromagnetic insulators with sub-terahertz resonance; they describe no particular compound. Take a $50\times50\times10$ nm cell at 100 K, with spin 3/2, 3 Bohr magnetons per site and a 0.3 nm simple cubic spacing. Its saturated sublattice magnetization is $M_s=515$ kA/m, or about 486 kA/m at 100 K in mean-field theory; the estimates below use the saturated value. With $V$ the cell volume, the canting energy $M_sVB_E|M|^2/2$ and $k_BT/2$ for each of two components give an rms canting $\sqrt{2k_BT/(M_sVB_E)}=1.0\times10^{-3}$. The corresponding turning rate is 5.8 GHz, well below resonance. This is the average over the whole cell. The same formula reaches the crossover $|M|=0.032$ for a volume of about $(3\ {\rm nm})^3$, and $k_BT/h$ is 2.1 THz, so a thermal simulation on a finer mesh is again limited by exchange. The anisotropy energy $M_sVB_A\vartheta^2$ similarly gives an rms Néel tilt of 1.9°. The uniform reversal barrier $M_sVB_A$ is 933 $k_BT$. However, with $d$ the spacing, the domain-wall width $d\sqrt{B_E/(6B_A)}$ is only 5.5 nm. Reversal through a wall costs about 0.44 of the uniform barrier, roughly 410 $k_BT$, so a cell of this size need not switch uniformly. The demagnetizing field of a uniform cell acts on the canting, where it competes with exchange; its scale $\mu_0M_s$ is 0.3% of $B_E$. The dipolar field also acts on the Néel vector near the surfaces. Summed over this cell it favours the thin direction by about 0.01 T, a tenth of $B_A$, and would raise $\omega_r$ by about 5% for an easy axis along that direction; the frequencies quoted below omit it.

Mean-field theory gives a Néel temperature of 224 K, so this example is not a room-temperature device. At 100 K the sublattice order is 0.943. If $B_E$ falls in proportion and $B_A$ is held fixed, $\omega_r$ drops by about 3%, since it varies nearly as $\sqrt{B_E}$. A single-ion anisotropy also softens with temperature, and in mean-field theory this raises the drop to about 8%.

The assumption most important for the time step is uniformity. For a plane wave on the lattice, the neighbour average replaces $\omega_E$ in the off-diagonal coupling by $\omega_E\gamma_k$, where $\gamma_k$ is the mean cosine of the phase difference to the six neighbours. Therefore

$$\omega_k^2=a^2-\omega_E^2\gamma_k^2 .$$

The bulk band at $k=\pi/(50\ {\rm nm})$ places the first standing wave at 187.5 GHz; resolving it to 0.1% reduces the midpoint step from 98 to 93 fs. Spins at free surfaces have fewer neighbours. In this cell that lowers both modes by about 1%, to about 175.7 GHz for the resonance and 185.6 GHz for the standing wave. At $\gamma_k=0$ the frequency is $a$, or 5608 GHz, and the same accuracy needs $\sqrt{0.012}/35.2$ ps, about 3.1 fs. Diagonalizing the linearized motion of 64 spins on a periodic $4\times4\times4$ lattice reproduced this band at the wavevectors that lattice allows.

The midpoint step should therefore follow the fastest motion that must be accurate: $\omega_r$ for a uniform, weakly canted and weakly damped cell, $\omega_E|M|$ for strong canting, up to $2\alpha a/(1+\alpha^2)$ for an overdamped transient, and $\omega_k$ for resolved magnons. Explicit schemes on a lattice must also stay stable for the magnons that are not resolved. The fourth-order scheme needs $a\tau<2\sqrt2$, about 80 fs here, and Heun's scheme at $\alpha=0.001$ grows even at 20 fs.

## Numbers as computed

```
exchange field 200 T, anisotropy field 0.1 T, damping 0.001
exchange frequency w_E/2pi = 5605.0 GHz; w_E = 35.217 rad/ps
resonance w_r/2pi = 177.27 GHz; w_r = 1.1138 rad/ps
ratio w_E/w_r = 31.62
amplitude decay time (1+alpha^2)/(alpha a) = 28.38 ps
relative frequency errors measured on trajectories:
  dt 5 fs: midpoint -2.586e-06, sequential -1.291e-03
  dt 20 fs: midpoint -4.135e-05, sequential -2.054e-02
  dt 100 fs: midpoint -1.032e-03, sequential -4.426e-01
midpoint step for 0.1% error: 98.35 fs, measured error -9.9821e-04
sequential step for 0.1% error: 4.399 fs, measured error -9.9970e-04
ratio of these steps: 22.36
damping 0.001: mode rates -0.0352+1.1132j, -0.0352-1.1132j per ps
damping 0.300: mode rates -19.3364+0.0000j, -0.0589+0.0000j per ps
fixed-point changes: first ratio 3.465, over two passes 3.000e-03, passes used 7
relaxation from 60 degrees with the midpoint step:
  t 0.00 ps: l_z 0.500000, |M| 0.000e+00
  t 1.97 ps: l_z 0.999804, |M| 2.587e-02
  t 19.67 ps: l_z 0.889226, |M| 1.142e-03
  t 196.70 ps: l_z 1.000000, |M| 2.828e-05
largest length error 1.33e-15; largest energy-balance error 1.58e-14 rad/ps
largest |M| 0.0259; w_E|M| there 0.9111 rad/ps
length error with one Newton pass, 200 steps: 1.01e-03
45-degree motion, 5 ps, w_r and alpha*a held fixed:
  B_E 200 T: midpoint error in l 7.0764e-04 at 50 fs, 2.8267e-03 at 100 fs
    sequential small-tilt frequency error at 5 fs -1.291e-03
  B_E 800 T: midpoint error in l 7.0775e-04 at 50 fs, 2.8271e-03 at 100 fs
    sequential small-tilt frequency error at 5 fs -2.054e-02
  B_E 3200 T: midpoint error in l 7.0776e-04 at 50 fs, 2.8271e-03 at 100 fs
    sequential small-tilt frequency error at 5 fs -2.994e-01
90-degree canted pair: turn rate 49.80 rad/ps, step for 0.1% 2.199 fs
  turn in 20 fs: true 0.9961 rad, midpoint 0.9242 rad
canting |M| at which w_E|M| = w_r: 0.0316
lattice magnons: lowest 177.27 GHz, highest 5607.8 GHz
cell 50 x 50 x 10 nm, 100 K, sublattice magnetization 515.2 kA/m
thermal canting |M| rms 1.04e-03, w_E|M|/2pi = 5.80 GHz
thermal Neel tilt rms 1.88 deg, reversal barrier 933 kT
mean-field Neel temperature 224 K, sublattice order at 100 K 0.943
dipolar scale mu0*Ms/B_E = 3.24e-03
first standing magnon along 50 nm: 187.5 GHz
```
